# Barrett's Permittivity Formula from Mean-Field Coupling of Weakly Anharmonic Local Modes

## The form fixed by symmetry and dimensions

A polar dielectric is described by one local displacement $u$ per unit cell, with mass $m$, stiffness $k$ and frequency $\omega_0=\sqrt{k/m}$. The cell is symmetric under $u\to-u$, so the first anharmonic term in its potential energy is quartic, $\gamma u^4/4$ with $\gamma>0$. Each cell also feels a force $J\langle u\rangle$ from the mean displacement of the others.

The inverse susceptibility $1/\chi$ is a stiffness, an energy per length squared, while $\gamma$ is an energy per length to the fourth power. A correction of first order in $\gamma$ must therefore be $\gamma$ times a squared length. With $\hbar$ shown for the moment, the harmonic mode supplies the squared length $\hbar/m\omega_0$ and the dimensionless temperature $k_BT/\hbar\omega_0$. Hence

$$\frac1\chi=k-J+\gamma\,\frac{\hbar}{m\omega_0}\,\Phi\!\left(\frac{k_BT}{\hbar\omega_0}\right). \tag{1}$$

This uses two facts proved below: in the mean-field approximation the coupling enters $1/\chi$ only through the term $-J$, and for $\gamma=0$ the response does not depend on temperature. At high temperature $\hbar$ must drop out, which requires $\Phi$ to be proportional to its argument. Then $1/\chi$ is linear in $T$, the Curie-Weiss law. At low temperature the mode is in its ground state and $\Phi$ tends to a constant, so the permittivity saturates. It remains to find $\Phi$ and the conditions under which first order in $\gamma$ is enough.

## Mean-field response

From here on $\hbar=m_e=e=4\pi\varepsilon_0=1$, and $k_B$ is kept so that temperatures can be read in kelvin. Let $Z$ be the mode charge, $v$ the cell volume and $E$ the macroscopic field. Polarization is along one axis and the strain is fixed. The Hamiltonian is

$$H=\sum_i h_i-\frac12\sum_{i\ne j}J_{ij}u_iu_j,\qquad h=\frac{p^2}{2m}+\frac{k u^2}{2}+\frac{\gamma u^4}{4}-ZEu, \tag{2}$$

with $\sum_jJ_{ij}=J$. The constant $J$ contains the short-range forces and the part of the dipolar force not already included in $E$.

Take a trial density matrix that is a product of single-cell matrices $\rho_i$. Its free energy, an upper bound to the true one, is

$$F_{\rm tr}=\sum_i{\rm tr}\,\rho_i\,(h_i+k_BT\ln\rho_i)-\frac12\sum_{i\neq j}J_{ij}\bar u_i\bar u_j,\qquad \bar u_i={\rm tr}\,\rho_iu_i. \tag{3}$$

Varying $\rho_i$ at fixed trace gives $h_i+k_BT\ln\rho_i-u_i\sum_jJ_{ij}\bar u_j={\rm const}$. The factor $1/2$ has gone because $\bar u_i$ occurs in two equal terms of the double sum. For a uniform state, each cell is thus in thermal equilibrium under the total force

$$f=J\bar u+ZE. \tag{4}$$

Let $\chi_{\rm loc}=d\bar u/df$ at $f=0$ be the susceptibility of one isolated cell. For a weak field $\bar u=\chi_{\rm loc}(J\bar u+ZE)$. Solving for $\bar u=\chi ZE$ gives

$$\frac1\chi=\frac1{\chi_{\rm loc}}-J. \tag{5}$$

The polarization of the modes is $Z\bar u/v=Z^2\chi E/v$. In these units it adds $4\pi$ times its ratio to $E$ to the permittivity. With a background $\varepsilon_b$ from the electrons and the other modes,

$$\varepsilon=\varepsilon_b+\frac{4\pi Z^2}{v}\,\chi. \tag{6}$$

The unpolarized state is stable against uniform polarization as long as $1/\chi>0$. If the $J_{ij}$ differ in sign, a nonuniform pattern of displacements can become unstable first; such couplings are excluded here.

## Harmonic modes are not enough

Set $\gamma=0$ and apply a force $f$. With $w=u-f/k$, completing the square gives

$$\frac{p^2}{2m}+\frac{ku^2}{2}-fu=\frac{p^2}{2m}+\frac{kw^2}{2}-\frac{f^2}{2k}. \tag{7}$$

The shift leaves the level spacings unchanged, so the free energy is $F=F_0-f^2/2k$, where $F_0$ does not depend on $f$. Then $\bar u=-\partial F/\partial f=f/k$ and $\chi_{\rm loc}=1/k$ at every temperature. By (5), $\chi=1/(k-J)$ for $J<k$, also independent of temperature. Quantum statistics changes the size of the fluctuations of a harmonic mode but not its static response. The temperature dependence in Barrett's formula comes from the quartic term, which turns fluctuations into stiffness.

## First order in the quartic term

For $H_0+\lambda V$, differentiating $F=-k_BT\ln{\rm tr}\,e^{-(H_0+\lambda V)/k_BT}$ and using the cyclic property of the trace gives $\partial F/\partial\lambda=\langle V\rangle_\lambda$. To first order, the free energy therefore changes by the unperturbed average of $V$. Here $V=\gamma u^4/4$ and $u=f/k+w$, where $w$ has the thermal distribution of a free harmonic mode. Its odd moments vanish, so

$$F=F_0-\frac{f^2}{2k}+\frac{\gamma}{4}\left[\frac{f^4}{k^4}+\frac{6f^2}{k^2}\langle w^2\rangle_0+\langle w^4\rangle_0\right]+O(\gamma^2). \tag{8}$$

The mean displacement $\bar u=-\partial F/\partial f$ is

$$\bar u=\frac fk-\frac{3\gamma\langle w^2\rangle_0}{k^2}f-\frac{\gamma}{k^4}f^3+O(\gamma^2). \tag{9}$$

To invert this, multiply by $k$, move the $\gamma$ terms to the other side and insert the zeroth-order result $f=k\bar u$ in them:

$$f=\left(k+3\gamma\langle w^2\rangle_0\right)\bar u+\gamma\bar u^3+O(\gamma^2). \tag{10}$$

The linear coefficient is $1/\chi_{\rm loc}=k+3\gamma\langle w^2\rangle_0$.

For the fluctuation, write $w=(b+b^\dagger)/\sqrt{2m\omega_0}$ with the usual lowering operator $b$. Then $\langle w^2\rangle_0=(2\bar n+1)/2m\omega_0$. With $y=\omega_0/k_BT$ and $\bar n=1/(e^y-1)$, one has $2\bar n+1=(e^y+1)/(e^y-1)=\coth(y/2)$, so

$$\langle w^2\rangle_0=\frac{1}{2m\omega_0}\coth\frac{\omega_0}{2k_BT}. \tag{11}$$

Comparison with (1) gives $\Phi(\tau)=\tfrac32\coth(1/2\tau)$.

## Barrett's formula

Define

$$T_1=\frac{\omega_0}{k_B},\qquad g=\frac{3\gamma k_B}{k^2},\qquad T_0=\frac{J-k}{kg},\qquad \Theta(T)=\frac{T_1}{2}\coth\frac{T_1}{2T}. \tag{12}$$

Because $1/(2m\omega_0)=\omega_0/(2m\omega_0^2)=k_BT_1/2k$, equation (11) reads $\langle w^2\rangle_0=k_B\Theta/k$. Thus $3\gamma\langle w^2\rangle_0=kg\Theta$. Since also $k-J=-kgT_0$, equation (5) becomes

$$\frac1\chi=kg\,(\Theta-T_0), \tag{13}$$

and (6) gives

$$\varepsilon=\varepsilon_b+\frac{C}{\dfrac{T_1}{2}\coth\dfrac{T_1}{2T}-T_0},\qquad C=\frac{4\pi Z^2}{vkg}. \tag{14}$$

The temperature $T_1$ belongs to the uncoupled local mode. It is not the frequency of the collective soft mode, which varies with temperature.

In (13) the large terms $k$ and $J$ nearly cancel, so a small correction to $k$ need not be small for $\varepsilon$. Let the neglected second-order part of $1/\chi$ be $kg^2R(T)$. Relative to (13) it is $gR/(\Theta-T_0)$. If $\gamma\to0$ at fixed $T$, $T_0$ and $T_1$, which means that $J-k$ shrinks in proportion to $\gamma$, this error vanishes linearly in $\gamma$. The formula is thus the leading-order mean-field result in that limit. It loses control where $\Theta-T_0$ is itself as small as $g|R|$.

## High and low temperature

For small $x$, $\coth x=1/x+x/3+\dots$. With $x=T_1/2T$,

$$\Theta=T+\frac{T_1^2}{12T}+\dots,\qquad \varepsilon\simeq\varepsilon_b+\frac{C}{T-T_0}\quad(T\gg T_1). \tag{15}$$

This is the Curie-Weiss law. For large $x$, $\coth x=(1+e^{-2x})/(1-e^{-2x})=1+2e^{-2x}+\dots$, so

$$\Theta=\frac{T_1}{2}+T_1e^{-T_1/T}+\dots,\qquad \varepsilon(0)=\varepsilon_b+\frac{C}{T_1/2-T_0}. \tag{16}$$

The approach to $\varepsilon(0)$ is exponential because the local mode has an excitation gap. How flat the plateau stays beyond mean field depends on the range of the coupling. With correlations between cells the lowest gap is that of the soft collective mode, which is much smaller: for the nearest-neighbour coupling treated below it is about 2.8 K, and the ionic part has fallen by about 14% at 10.9 K, where mean field gives 1%. For the coupling spread over 342 cells, also treated below, the fall is about 2%.

Within (14), a quantum paraelectric has $0<T_0<T_1/2$. Correlations between cells move the upper bound: in the example below it is about 45 K instead of 40.6 K for nearest-neighbour coupling. The Curie-Weiss law alone would predict an instability at $T_0$, but zero-point motion keeps $\Theta$ above $T_0$. If $T_0>T_1/2$, the unpolarized state loses stability on cooling at the temperature $T_c$ where $\Theta=T_0$:

$$\tanh\frac{T_1}{2T_c}=\frac{T_1}{2T_0}. \tag{17}$$

The Curie-Weiss regime also has an upper limit, set by the second order in $\gamma$. For a classical mode let $x=u\sqrt{k/k_BT}$ and $s=\gamma k_BT/k^2$. The weight is $e^{-x^2/2-sx^4/4}$ and $k\chi_{\rm loc}=\langle x^2\rangle$. The Gaussian moments of $x^2,x^4,x^6,x^8,x^{10}$ are $1,3,15,105,945$, so expansion of the weight to order $s^2$ gives

$$k\chi_{\rm loc}=\frac{1-\frac{15}{4}s+\frac{945}{32}s^2}{1-\frac34s+\frac{105}{32}s^2}=1-3s+24s^2+\dots \tag{18}$$

The inverse is $1+3s+(9-24)s^2=1+3s-15s^2$. As $3s=gT$,

$$\frac{1}{\chi_{\rm loc}}=k\left[1+gT\left(1-\tfrac53gT+\dots\right)\right]. \tag{19}$$

The thermal stiffening is smaller than its first-order value by the fraction $5gT/3$. Curie-Weiss behaviour therefore needs the window $T_1\ll T\ll1/g$.

## A worked example

The following are round model parameters: $m=24$ u, $\hbar\omega_0=0.007$ eV, $\gamma=0.04$ eV/Å$^4$, $Z=1$, cubic cell edge $3.9$ Å, $T_0=36$ K and $\varepsilon_b=5$. The mass is $4.375\times10^4\,m_e$ and $\hbar^2/m_e=7.620$ eV Å$^2$, so

$$k=\frac{(4.375\times10^4)(0.007)^2}{7.620}=0.2813\ \text{eV/Å}^2. \tag{20}$$

With $k_B=8.617\times10^{-5}$ eV/K, $T_1=81.2$ K and

$$g=\frac{3(0.04)(8.617\times10^{-5})}{(0.2813)^2}=1.307\times10^{-4}\ \text{K}^{-1}. \tag{21}$$

The atomic unit of energy times length is $14.40$ eV Å and $v=59.3$ Å$^3$, hence

$$C=\frac{4\pi(14.40)}{(59.3)(0.2813)(1.307\times10^{-4})}=8.30\times10^4\ \text{K}. \tag{22}$$

The chosen $T_0$ requires $J/k=1+gT_0=1.0047$. The coupling exceeds the local stiffness by half a percent, and this small excess decides the low-temperature permittivity.

At zero temperature $T_1/2-T_0=4.62$ K and $\varepsilon(0)\approx1.80\times10^4$. The ionic part, $\varepsilon-\varepsilon_b$, has fallen 1% below its zero-temperature value at 10.9 K. At 300 K, $\Theta=301.8$ K and $\varepsilon=5+8.30\times10^4/265.8\approx317$. The Curie-Weiss form gives 319 there.

Now keep the mean-field coupling and $J$, but diagonalize the quartic mode numerically instead of expanding in $\gamma$. The permittivity becomes 18,600 at 4 K and 339 at 300 K, which is 3.5% and 6.8% above Barrett's values. At 4 K the difference amounts to a shift of about 0.15 K in $\Theta$, under half a percent of $\Theta$ but a visible part of the 4.62 K denominator. At 300 K, $5gT/3$ is 6.5%, or 20 K out of 300 K. Lowering the denominator from 266 K to 246 K gives $\varepsilon\approx342$, slightly more than the diagonalized 339. The second-order term thus explains the size of the shift and overshoots it a little. It also biases fitted constants: a Curie-Weiss line through the diagonalized values at 150 K and 300 K has $C\approx9.2\times10^4$ K and $T_0\approx25$ K, against $8.3\times10^4$ K and 36 K from (12) and (14).

**Bias field.** Combining (4) and (10) gives $ZE=K\bar u+\gamma\bar u^3$ with $K=1/\chi$. The ionic response to a small additional field is proportional to $1/(K+3\gamma\bar u^2)$. It falls by 10% when $K+3\gamma\bar u^2=10K/9$, that is, when

$$\bar u^2=\frac{K}{27\gamma},\qquad E=\frac{28K\bar u}{27Z}. \tag{23}$$

At 4 K, $K=kg(4.62\ \text{K})=1.70\times10^{-4}$ eV/Å$^2$. This gives $\bar u=0.0125$ Å and $E=2.2\times10^{-4}$ MV/cm, or about 2 mV across 100 nm. In this model the zero-field permittivity at 4 K thus applies to very small bias voltages. Barrett's curve does not fix this scale: if $\gamma$ grows as $Z^2$ the curve is unchanged, but $K$ grows as $Z^2$, $\bar u$ in (23) stays the same and $E$ grows in proportion to $Z$. The diagonalized mode at the same displacement has a stiffness ratio of 1.114, against $10/9=1.111$.

## Correlations between cells

The product state omits correlated motion of neighbouring cells. To estimate its effect, replace the force $\gamma u^3$ by the linear force $\gamma au$, with $a$ chosen to minimize $\langle(u^3-au)^2\rangle$. This gives $a=\langle u^4\rangle/\langle u^2\rangle$, which is $3\langle u^2\rangle$ for Gaussian fluctuations. The lattice is then harmonic, with

$$m\omega_{\mathbf q}^2=k+3\gamma\langle u^2\rangle-Jc_{\mathbf q},\qquad c_{\mathbf q}=\frac1J\sum_jJ_{0j}\cos(\mathbf q\cdot\mathbf R_j). \tag{24}$$

Define $\Theta_L=k\langle u^2\rangle/k_B$. Since $c_{\mathbf 0}=1$, the uniform stiffness is $kg(\Theta_L-T_0)$, so $\Theta_L$ takes the place of $\Theta$ in (13). Writing $\omega_{\mathbf q}=\omega_0w_{\mathbf q}$ and averaging (11) over wavevectors gives

$$\Theta_L=\frac{T_1}{2}\left\langle\frac{1}{w_{\mathbf q}}\coth\frac{T_1w_{\mathbf q}}{2T}\right\rangle_{\mathbf q},\qquad w_{\mathbf q}^2=g(\Theta_L-T_0)+\frac Jk(1-c_{\mathbf q}), \tag{25}$$

to be solved self-consistently. When each cell couples weakly to many others, $c_{\mathbf q}$ is near zero for most wavevectors. Then $w_{\mathbf q}^2\approx1+g\Theta_L$, and $\Theta_L$ returns to $\Theta$ at leading order in $g$.

With $J$, and hence $T_0$, held fixed, nearest-neighbour coupling on a simple cubic lattice gives $\Theta_L=45.2$ K at 4 K instead of 40.6 K. The denominator doubles and the permittivity halves, to about 9,000. At 300 K, $\Theta_L=378$ K and the permittivity is 248 instead of 317. The linearized force makes the lattice slightly too stiff: in the classical limit at 300 K the full quartic lattice has a permittivity about 4% higher, near 259. This correction does not vanish with $\gamma$. It depends on the range of the coupling and, at high temperature, also on $\gamma$: at fixed $T_0$ and $T_1$, a $\gamma$ a hundred times smaller changes $\Theta_L-\Theta$ from 4.6 K to 4.9 K at 4 K and from 76 K to 147 K at 300 K. If the same $J$ is shared equally among the 342 other cells of a $7\times7\times7$ cube, the permittivity at 4 K is 17,973 on a converged wavevector mesh, against 17,985 from Barrett's formula. The 40-point mesh of the numerical output does not resolve the soft region near $\mathbf q=0$ and gives 17,979. Agreement this close is accidental. With $c_{\mathbf q}=0$, (25) would give $\Theta_L\approx\Theta(1-g\Theta/2)$ at 4 K, about 0.1 K below $\Theta$, and the remaining correlations happen to raise it by nearly the same amount.

## Comparison with a real perovskite

Strontium titanate has a permittivity of roughly 300 at room temperature and above $10^4$ at a few kelvin, so the example reproduces the range of its permittivity. It does not reproduce its lattice dynamics: the soft-mode energy $\omega_0\sqrt{g(\Theta-T_0)}$ of the example is 1.3 meV at 300 K, against a value of order 10 meV in the real crystal. Its mode charge, however, is several electron charges, far above the value $Z=1$ chosen here to keep the expansion controlled. By (14), $C$ is unchanged if $\gamma$ grows as $Z^2$. Take $Z=7$ and $\gamma=1.96$ eV/Å$^4$, with mass, mode quantum, cell edge and $T_0$ fixed. Barrett's curve stays the same, but $gT$ at 300 K rises from 0.04 to 1.9 and the first-order step is no longer justified. If $J$ is readjusted so that the diagonalized mode reproduces Barrett's permittivity at 4 K, its mean-field permittivity at 300 K is about 800, or 2.5 times Barrett's value.

For such a charge, within this one-component model, (14) is at most a fitting form, whose quality is not tested here, and fitted constants cannot be read as the microscopic combinations in (12). Real dipolar coupling also depends on direction, which neither coupling in the previous section represents, and real films add strain and interface layers. The values above are therefore properties of the model and not predictions for a strontium titanate device. The numerical output below lists the full temperature series.

## Computed values

```
mode mass: 24 u
mode quantum: 0.007 eV
quartic constant gamma: 0.04 eV/A^4
mode charge: 1 e
cell edge: 3.9 A
background permittivity: 5 (no unit)
T0: 36 K
local stiffness k: 0.28133 eV/A^2
coupling J: 0.28265 eV/A^2
J/k: 1.00470 (no unit)
T1: 81.23 K
T1/2: 40.62 K
g: 1.307e-04 1/K
1/g: 7654 K
Curie constant C: 8.2990e+04 K
Barrett permittivity at 0 K: 17985 (no unit)
4 K: Theta 40.62 K; permittivity: Barrett 17984.6, diagonalized 18605.2
20 K: Theta 42.04 K; permittivity: Barrett 13746.8, diagonalized 14186.7
40 K: Theta 52.89 K; permittivity: Barrett 4919.7, diagonalized 5045.2
80 K: Theta 86.76 K; permittivity: Barrett 1640.0, diagonalized 1686.7
150 K: Theta 153.65 K; permittivity: Barrett 710.4, diagonalized 739.2
300 K: Theta 301.83 K; permittivity: Barrett 317.2, diagonalized 338.7
diagonalized/Barrett - 1 at 4 K: 3.5 %
diagonalized/Barrett - 1 at 300 K: 6.8 %
Curie-Weiss permittivity at 300 K: 319.4 (no unit)
ionic part 1 % below its 0 K value at: 10.9 K
classical second-order coefficient: -14.98 (no unit)
thermal-term loss 5gT/3 at 300 K: 6.5 %
displacement for 10 % drop at 4 K: 0.0125 A
bias field for 10 % drop at 4 K: 2.21e-04 MV/cm
diagonalized stiffness ratio there: 1.1140 (no unit)
nearest-neighbour Theta at 4 K: 45.24 K
nearest-neighbour permittivity at 4 K: 8987 (no unit)
nearest-neighbour Theta at 300 K: 377.7 K
nearest-neighbour permittivity at 300 K: 247.9 (no unit)
342-neighbour Theta at 4 K: 40.62 K
342-neighbour permittivity at 4 K: 17979 (no unit)
large mode charge: 7 e
large-charge gamma: 1.96 eV/A^4
gT at 300 K, charge 1: 0.0392 (no unit)
gT at 300 K, charge 7: 1.92 (no unit)
large-charge permittivity at 300 K: 801.5 (no unit)
its ratio to Barrett at 300 K: 2.53 (no unit)
```
